\section*{Threshold Shift of a Charge-Trap Transistor as a Permittivity-Weighted Moment}

\section{Equal steps from unequal distances}

A sheet of $10^{12}$ trapped electrons per cm$^2$ is placed at different depths in the gate insulator of a model transistor. At 7 nm from the gate it raises the threshold voltage by 0.3167 V, at 13 nm by 0.4524 V, and at 16 nm, the semiconductor surface, by 0.5881 V. The first move, of 6 nm, adds 0.1357 V. The second, of only 3 nm, adds the same 0.1357 V. The threshold therefore responds to distance from the gate, but not to distance in nanometres alone. The first move crosses a layer of relative permittivity 8, the second a layer of relative permittivity 4. The theorem below gives the rule behind these numbers.

\section{Setting and assumptions}

The coordinate $x$ runs from the gate, $x=0$, through the insulator to the semiconductor surface, $x=d$, and on into the semiconductor. The assumptions are as follows.

\begin{enumerate}
\item The cell is planar and laterally uniform, so all fields depend on $x$ alone. The drain voltage is small enough for the channel to be treated as being in equilibrium.
\item The insulator is a linear dielectric with permittivity $\varepsilon(x)>0$, which may jump between layers or vary smoothly.
\item The gate is a metal with a fixed work function.
\item Programming adds a charge density $\rho(x)$ to the insulator, on top of any density $\rho_0(x)$ already there. Both stay frozen while the cell is read.
\item Threshold is defined by a fixed surface potential of the semiconductor, the same before and after programming.
\item The semiconductor is uniformly doped and has constant permittivity. Its charge density depends only on the local potential, measured from the neutral interior, and is negative where this potential is positive and positive where it is negative.
\end{enumerate}

The potential $\varphi$ is zero deep in the semiconductor, and $\psi_s=\varphi(d)$ is the surface potential. At the gate, $\varphi(0)=V_G-V_0$, where the constant $V_0$ contains the work-function difference. The charge of the semiconductor per unit area is $Q_s$. Trapped electrons have $\rho<0$. Define
\begin{equation}
s(x)=\int_0^x\frac{dx'}{\varepsilon(x')},\qquad C=\frac{1}{s(d)} .
\label{s}
\end{equation}
Here $C$ is the capacitance of the whole stack per unit area, since the layers are in series and their inverse capacitances add.

\paragraph{Theorem.} Under these assumptions the threshold shift caused by the added charge is
\begin{equation}
\Delta V_T=-\int_0^d\rho(x)\,s(x)\,dx .
\label{main}
\end{equation}
The relation between gate voltage and semiconductor state is displaced by the same amount at every surface potential.

For uniform permittivity $s(x)=x/\varepsilon$, and (\ref{main}) becomes the ordinary first moment measured from the gate,
\begin{equation}
\Delta V_T=-\frac1\varepsilon\int_0^d x\,\rho(x)\,dx .
\label{uniform}
\end{equation}
In a layered stack $x/\varepsilon$ is replaced by $s(x)$, in which each piece of the path from the gate is divided by its own permittivity.

\section{Three lemmas}

\paragraph{Lemma 1 (displacement field).} For a total insulator charge density $\rho_{\rm tot}$, the field $D=-\varepsilon\,d\varphi/dx$ in the insulator is
\begin{equation}
D(x)=-Q_s-\int_x^d\rho_{\rm tot}(x')\,dx' .
\label{D}
\end{equation}

\emph{Proof.} Poisson's equation in a medium of varying permittivity is
\begin{equation}
\frac{d}{dx}\left(\varepsilon\frac{d\varphi}{dx}\right)=-\rho_{\rm tot},
\qquad\text{that is}\qquad \frac{dD}{dx}=\rho_{\rm tot}.
\end{equation}
In the semiconductor the same law holds with the semiconductor's own charge density. Integrating it from the surface to the neutral interior, where $D=0$, gives $0-D(d)=Q_s$, so $D(d)=-Q_s$. Integrating across the insulator from $x$ to $d$ gives $D(d)-D(x)=\int_x^d\rho_{\rm tot}\,dx'$. Solving for $D(x)$ gives (\ref{D}). A change of permittivity between layers makes the electric field $D/\varepsilon$ jump, but not $D$. $\square$

\paragraph{Lemma 2 (from a double to a single integral).} For any charge density $\rho$ in the insulator,
\begin{equation}
\int_0^d\frac{dx}{\varepsilon(x)}\int_x^d\rho(x')\,dx'=\int_0^d\rho(x)\,s(x)\,dx .
\label{swap}
\end{equation}

\emph{Proof.} Let $R(x)=\int_x^d\rho\,dx'$, the charge lying between $x$ and the channel. Then $R'=-\rho$, and by (\ref{s}) $s'=1/\varepsilon$. Integration by parts gives
\begin{align}
\int_0^d s'R\,dx&=s(d)R(d)-s(0)R(0)-\int_0^d sR'\,dx\\
&=0-0+\int_0^d s\,\rho\,dx ,
\end{align}
because $R(d)=0$ and $s(0)=0$. $\square$

The condition $s(0)=0$ is what makes the gate the origin of the moment. Physically, a charge at $x'$ changes the field everywhere between the gate and $x'$, when the semiconductor charge is held fixed. Its effect on the gate voltage accumulates over that path.

\paragraph{Lemma 3 (the surface potential fixes the semiconductor charge).} Let the semiconductor have constant permittivity $\varepsilon_s$ and a charge density $\rho_s(\varphi)$ that is negative for $\varphi>0$ and positive for $\varphi<0$. Then $Q_s$ is a function of $\psi_s$ alone, and it decreases as $\psi_s$ rises.

\emph{Proof.} Multiply Poisson's equation $\varepsilon_s\varphi''=-\rho_s(\varphi)$ by $\varphi'$. The left side is the derivative of $\varepsilon_s\varphi'^2/2$, and the right side is the derivative of $-\int_0^{\varphi}\rho_s(u)\,du$. Both quantities vanish deep inside, so they are equal everywhere:
\begin{equation}
\frac{\varepsilon_s}{2}\varphi'^2=-\int_0^{\varphi}\rho_s(u)\,du .
\end{equation}
At the surface $D=-\varepsilon_s\varphi'=-Q_s$, hence $Q_s=\varepsilon_s\varphi'$ there. For $\psi_s>0$ the potential falls towards the interior, so $\varphi'<0$ and
\begin{equation}
Q_s(\psi_s)=-\left[-2\varepsilon_s\int_0^{\psi_s}\rho_s(u)\,du\right]^{1/2}.
\end{equation}
The bracket grows with $\psi_s$, because $-\rho_s>0$. For $\psi_s<0$ the root has the opposite sign and its magnitude grows as $\psi_s$ becomes more negative. In both ranges $Q_s$ decreases with rising $\psi_s$. $\square$

The first-order equation for $\varphi'$, started from $\psi_s$, also fixes the whole potential profile in the semiconductor. Equal surface potentials therefore mean equal numbers of channel electrons.

\section{Proof of the theorem}

The potential drop across the insulator is the integral of the field $D/\varepsilon$. With Lemma 1,
\begin{align}
\varphi(0)-\varphi(d)&=\int_0^d\frac{D(x)}{\varepsilon(x)}\,dx\\
&=-Q_s\int_0^d\frac{dx}{\varepsilon(x)}-\int_0^d\frac{dx}{\varepsilon(x)}\int_x^d\rho_{\rm tot}(x')\,dx' .
\end{align}
The first integral is $1/C$ and the second follows from Lemma 2. Inserting $\varphi(0)=V_G-V_0$ and $\varphi(d)=\psi_s$ gives the gate equation
\begin{equation}
V_G=V_0+\psi_s-\frac{Q_s(\psi_s)}{C}-\int_0^d\rho_{\rm tot}(x)\,s(x)\,dx .
\label{gate}
\end{equation}
Write it once with $\rho_{\rm tot}=\rho_0$ and once with $\rho_{\rm tot}=\rho_0+\rho$, at the same $\psi_s$. By Lemma 3, $Q_s$ is the same in both. In the difference $V_0$, $\psi_s$, $Q_s/C$ and the integral over $\rho_0$ cancel, and $-\int_0^d\rho\,s\,dx$ remains. At the threshold value of $\psi_s$ this is (\ref{main}).

The difference does not contain $\psi_s$, so the displacement is the same for every state. Since $\psi_s-Q_s/C$ rises with $\psi_s$, each gate voltage belongs to one surface potential, and the curve of $\psi_s$ against $V_G$ moves rigidly. $\square$

For trapped electrons $\rho<0$ and $s\geq0$, so $\Delta V_T$ is positive: the gate must become more positive to restore the same channel.

\section{Sheets, centroids and image charge}

\paragraph{Corollary 1 (sheet).} A sheet of charge $\sigma$ per unit area at depth $x$ gives
\begin{equation}
\Delta V_T=-\sigma s(x)=-\frac{\sigma}{C}\,\frac{s(x)}{s(d)} .
\label{sheet}
\end{equation}
At the gate the shift vanishes, because the screening charge in the metal then lies directly at the sheet, and no potential drop arises between them. At the channel it reaches its largest magnitude, $|\sigma|/C$. Moving a sheet by $\delta x$ within a layer changes the shift by $-\sigma\,\delta x/\varepsilon$. This settles the opening comparison: 6 nm at relative permittivity 8 and 3 nm at relative permittivity 4 both give $0.75$ nm when divided by their permittivities.

\paragraph{Corollary 2 (one trap layer).} Let all added charge lie in a layer $a\leq x\leq b$ of constant permittivity $\varepsilon_t$, with total $Q_t=\int_a^b\rho\,dx\neq0$ and centroid $\bar x=Q_t^{-1}\int_a^b x\rho\,dx$. Then
\begin{equation}
\Delta V_T=-Q_t\left[s(a)+\frac{\bar x-a}{\varepsilon_t}\right].
\label{centroid}
\end{equation}

\emph{Proof.} Inside the layer $s(x)=s(a)+(x-a)/\varepsilon_t$. Insert this in (\ref{main}) and use the definitions of $Q_t$ and $\bar x$. $\square$

No other feature of the profile enters. The threshold shift is one number, and it cannot determine the amount and the position of the charge separately.

\paragraph{Corollary 3 (image charge).} Hold both sides of the insulator at fixed potentials and insert the sheet $\sigma$ at $x$. The charge induced on the channel side is
\begin{equation}
q_{\rm ch}=-\sigma\,\frac{s(x)}{s(d)},\qquad\text{and}\qquad \Delta V_T=\frac{q_{\rm ch}}{C}.
\end{equation}

\emph{Proof.} Let the sheet change $D$ by $D_1$ on its gate side and by $D_2$ on its channel side. Gauss's law gives $D_2-D_1=\sigma$. The potential difference across the stack is unchanged, so
\begin{equation}
0=D_1s(x)+D_2\,[s(d)-s(x)]=D_2\,s(d)-\sigma s(x),
\end{equation}
where $D_1=D_2-\sigma$ was used. Thus $D_2=\sigma s(x)/s(d)$. The field ends on the channel side, which carries $-D_2=q_{\rm ch}$. Multiplying by $1/C=s(d)$ gives $-\sigma s(x)$, the shift (\ref{sheet}). $\square$

For trapped electrons $q_{\rm ch}$ is positive. The gate has to bring the opposite charge to the channel side to restore its former state, and the voltage needed for this is $q_{\rm ch}/C$.

\section{A worked cell}

The model stack has a blocking layer of 7 nm, a trap layer of 6 nm and a tunnel layer of 3 nm, with relative permittivities 4, 8 and 4. The semiconductor is p-type, with relative permittivity 12, acceptor density $10^{17}$ cm$^{-3}$ and intrinsic density $10^{10}$ cm$^{-3}$, at 300 K. The offset $V_0$ and the initial charge $\rho_0$ are zero. Threshold is taken at twice the bulk Fermi potential,
\begin{equation}
\psi_s=2\,\frac{kT}{e}\ln\frac{N_A}{n_i}=2\,(0.02585\ \mathrm{V})\ln 10^{7}\approx0.833\ \mathrm{V}.
\end{equation}

It is convenient to use the effective distance $\ell(x)=\varepsilon_0s(x)$, which is a length. Across the stack,
\begin{equation}
\ell(d)=\frac{7}{4}+\frac{6}{8}+\frac{3}{4}=3.25\ \mathrm{nm},\qquad
C=\frac{\varepsilon_0}{\ell(d)}=2.7244\times10^{-3}\ \mathrm{F/m^2}.
\end{equation}
By Lemma 3 the semiconductor charge at threshold is $-1.6844\times10^{-3}$ C/m$^2$ (the grid of the numerical solution gives $-1.6845\times10^{-3}$), so the gate equation gives for the uncharged cell
\begin{equation}
V_T=0.8334\ \mathrm{V}+\frac{1.6844}{2.7244}\ \mathrm{V}=1.4517\ \mathrm{V}.
\end{equation}

\paragraph{Uniform charge.} Let $5\times10^{12}$ electrons per cm$^2$ fill the trap layer uniformly. Their charge has magnitude $8.0109\times10^{-3}$ C/m$^2$. The centroid is at 10 nm, where $\ell=7/4+3/8=2.125$ nm. By (\ref{centroid}),
\begin{equation}
\Delta V_T=\frac{8.0109}{2.7244}\times\frac{2.125}{3.25}\ \mathrm{V}
=2.9404\times0.6538\ \mathrm{V}=1.923\ \mathrm{V}.
\end{equation}
The threshold rises to 3.374 V. The factor 0.6538 is also the image fraction of Corollary 3 for a sheet in the middle of the trap layer.

\paragraph{Charge crowded towards the channel.} Let the same number of electrons have a density proportional to $e^{-(b-x)/\lambda}$, with $b=13$ nm and $\lambda=2$ nm. With $y=b-x$ and layer thickness $L=6$ nm, the mean distance from the tunnel layer is
\begin{align}
\bar y&=\frac{\int_0^L y\,e^{-y/\lambda}dy}{\int_0^L e^{-y/\lambda}dy}
=\frac{\lambda^2-\lambda(\lambda+L)e^{-L/\lambda}}{\lambda(1-e^{-L/\lambda})}\\
&=\lambda-\frac{L}{e^{L/\lambda}-1}=2-\frac{6}{e^3-1}=1.686\ \mathrm{nm}.
\end{align}
The centroid lies at 11.314 nm and its effective distance is $1.75+4.314/8=2.289$ nm. The shift is $2.9404\times2.289/3.25=2.071$ V, which is 0.149 V or 7.7\% above that of the uniform profile. A drift of charge inside the trap layer thus changes the threshold although no electron has left.

The possible range follows from the two edges of the layer. Five times the sheet values quoted at the start gives 1.58 V if all electrons sit at 7 nm and 2.26 V if all sit at 13 nm. Conversely, a shift of 1.923 V is compatible with any total between $1.923/0.4524=4.25$ and $1.923/0.3167=6.07$, in units of $10^{12}$ electrons per cm$^2$, if the layer holds electrons only.

\paragraph{The local permittivity is the wrong weight.} One might generalize (\ref{uniform}) by writing $-\int x\rho/\varepsilon(x)\,dx$. For the uniform charge this replaces 2.125 nm by $10/8=1.25$ nm and gives 1.131 V, which is 41\% below the correct shift. The error lies in the blocking layer: its 7 nm are counted as if they had relative permittivity 8, although the field there is set by the value 4.

\paragraph{Comparison with the full nonlinear problem.} The sheet shifts at the start come from solving Poisson's equation through insulator and semiconductor together, with Boltzmann statistics for the carriers, and searching for the gate voltage that brings the surface to threshold. This route does not use (\ref{main}). It gives 1.9226 V for the uniform and 2.0712 V for the crowded charge, in agreement with the moment formula to within 0.2 mV. A second kind of stack has relative permittivity $4+4\sin^2(\pi x/d)$ and the same number of electrons spread over the whole insulator with density proportional to $x^2$. Solution and formula both give 1.8494 V, so the result is not tied to layers of constant permittivity. The values are in the numerical output.

\paragraph{Reading the cell.} The rigid displacement makes the two memory states easy to compare. At a gate voltage of 2.5 V the uniformly charged cell is in the state that the uncharged cell has at $2.5-1.923=0.577$ V, well below its threshold. The uncharged cell at 2.5 V holds $1.5\times10^{12}$ electrons per cm$^2$ in the semiconductor, the charged one about 6 per cm$^2$. Both figures belong to the classical Boltzmann model, which neglects degeneracy and the quantum confinement of electrons at the surface. The second figure is a formal equilibrium average. It says that the channel is empty and does not predict an off-current, since leakage is not in the model.

\section{Where the assumptions matter}

\paragraph{Gate depletion.} By (\ref{D}), at fixed $Q_s$ the added charge changes the field at the gate by $\Delta D(0)=-Q_t$. A metal takes this up without a potential drop. A semiconducting gate has a drop $V_g$ that depends on $D(0)$, and the shift acquires the extra term $V_g(D(0)-Q_t)-V_g(D(0))$, where $D(0)$ is the value before programming. This term depends on $Q_s$ through $D(0)$, so in general the displacement is no longer rigid.

\paragraph{New interface states.} If programming also creates states at the semiconductor surface, their charge $Q_{it}(\psi_s)$ acts as a sheet at $x=d$ and adds $-Q_{it}(\psi_s)/C$. This varies with the surface potential, so the curve is stretched as well as displaced.

\paragraph{Charge that moves during reading.} If $\rho$ changes while the gate voltage is swept, (\ref{main}) still holds with the density present at the moment of threshold, provided the fields follow it quasistatically. The shift then depends on how the sweep is made.

\paragraph{Threshold defined by current.} A fixed-current criterion gives the same shift if the current is the same function of the semiconductor state before and after programming. If the trapped charge alters the mobility, equal currents no longer mean equal $\psi_s$, and the cancellation in the proof is incomplete.

\paragraph{Lateral variation.} In a short or narrow cell, or with charge stored over part of the channel, the potential depends on more than one coordinate. Lemma 1 then fails, because field lines can leave sideways, and Poisson's equation has to be solved in two or three dimensions. Even a wide, evenly charged cell is uniform only on average, because trapped electrons are point charges. At $10^{12}$ and $5\times10^{12}$ per cm$^2$ they lie about 10 nm and 4.5 nm apart, which is comparable to their distance from the channel. A linear estimate for the worked cell near threshold, with a depleted semiconductor and uncorrelated positions, gives a root-mean-square fluctuation of the surface potential of about 70 mV for the uniformly filled trap layer and about 40 mV for the sheet of $10^{12}$ cm$^{-2}$ at 13 nm, against $kT/e=26$ mV. The same sheet on a square lattice gives only about 4 mV, so the size depends on how the positions are correlated. The shifts and electron numbers given above are those of the smeared charge density.

\section*{Table of computed values}
\begin{verbatim}
blocking, trap, tunnel thickness: 7.0, 6.0, 3.0 nm
relative permittivities: 4.0, 8.0, 4.0
semiconductor relative permittivity: 12.0
acceptor density: 1.0e+17 cm^-3
intrinsic density: 1.0e+10 cm^-3
temperature: 300 K, thermal voltage: 0.02585 V
trapped electrons: 5.0e+12 cm^-2
trapped charge magnitude: 8.0109e-03 C/m^2
effective distance gate to channel: 3.2500 nm
stack capacitance: 2.7244e-03 F/m^2
surface potential at threshold: 0.8334 V
semiconductor charge at threshold: -1.6845e-03 C/m^2
voltage -Q_s/C at threshold: 0.6183 V
threshold, uncharged: 1.4517 V
uniform: mean effective distance: 2.1250 nm
uniform: threshold, full solution: 3.3743 V
uniform: shift, full solution: 1.9226 V
uniform: shift, moment formula: 1.9226 V
uniform: shift, wrong local-permittivity rule: 1.1309 V
crowded: decay length: 2.0 nm
crowded: centroid from gate: 11.3144 nm
crowded: mean effective distance: 2.2893 nm
crowded: shift, full solution: 2.0712 V
crowded: shift, moment formula: 2.0713 V
crowded minus uniform, formula: 0.1486 V
sheet 1e12 cm^-2 at 7 nm: effective distance 1.7500 nm, shift 0.3167 V
sheet 1e12 cm^-2 at 10 nm: effective distance 2.1250 nm, shift 0.3845 V
sheet 1e12 cm^-2 at 13 nm: effective distance 2.5000 nm, shift 0.4524 V
sheet 1e12 cm^-2 at 16 nm: effective distance 3.2500 nm, shift 0.5881 V
graded permittivity: shift, full solution: 1.8494 V
graded permittivity: shift, moment formula: 1.8494 V
uncharged at 0.5 V: surface potential 0.2096 V; charged at 2.4226 V: 0.2096 V
uncharged at 1.0 V: surface potential 0.5226 V; charged at 2.9226 V: 0.5226 V
uncharged at 1.5 V: surface potential 0.8579 V; charged at 3.4226 V: 0.8579 V
uncharged at 2.5 V: surface potential 0.9649 V; charged at 4.4226 V: 0.9649 V
channel image fraction, sheet at mid trap layer: 0.6538
read voltage: 2.5 V
inversion electrons, uncharged: 1.511e+12 cm^-2
inversion electrons, charged: 6.195e+00 cm^-2
\end{verbatim}
